# The Uehling potential from the pair-production rate by a dispersion relation: test program

```python
# Result under test: the one-loop vacuum polarization follows from the
# pair-production rate by a once-subtracted dispersion relation,
#   Pi_R(q2) = (q2/pi) * integral_{4m^2}^inf ds Im Pi(s) / (s (s - q2)),
#   Im Pi(s) = (alpha/3) sqrt(1 - 4m^2/s) (1 + 2m^2/s),
# and gives the potential energy V(r) = -(Z alpha/r) (1 + U(r)) with
#   U(r) = (2 alpha/3 pi) * integral_1^inf dt sqrt(t^2-1)/t^2
#          * (1 + 1/(2t^2)) exp(-2 m t r)   (a sum of Yukawa potentials).
# Symbols: m electron mass, q2 = omega^2 - k^2, alpha fine-structure constant,
# Z nuclear charge number. The vacuum has dielectric function 1 + Pi.
# Units inside the program: hbar = c = m = 1, e^2 = 4 pi alpha.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.integrate import quad

alpha = const.fine_structure
mc2_eV = const.m_e * const.c**2 / const.e
compton_fm = const.hbar / (const.m_e * const.c) * 1e15


def rel(x, y):
    return abs(x / y - 1)


# ---------- derived formulas ----------
def im_pol(s):
    return alpha / 3 * np.sqrt(1 - 4 / s) * (1 + 2 / s)


def pol_dispersion(q2):
    integral = quad(lambda s: im_pol(s) / (s * (s - q2)), 4, np.inf,
                    epsabs=0, epsrel=1e-9, limit=400)[0]
    return q2 / np.pi * integral


def pol_closed(k):
    """Closed form of Pi_R at q2 = -k^2."""
    b = np.sqrt(1 + 4 / k**2)
    log_term = 2 * np.log((b + 1) * k / 2)   # = ln((b+1)/(b-1))
    return -alpha / (3 * np.pi) * (-5 / 3 + 4 / k**2
                                   + (1 - 2 / k**2) * b * log_term)


# Yukawa superposition, integrated with t = cosh(u) by the trapezoidal rule
U_STEP = 0.02
u_grid = np.arange(0, 25, U_STEP)
t_grid = np.cosh(u_grid)
t_weight = (2 * alpha / (3 * np.pi) * U_STEP
            * np.tanh(u_grid)**2 * (1 + 0.5 / t_grid**2))


def uehling(r):
    """U(r), the Uehling potential divided by the Coulomb potential."""
    return np.exp(-2 * np.multiply.outer(r, t_grid)) @ t_weight


# ---------- Dirac matrices ----------
sigma_x = np.array([[0., 1.], [1., 0.]])
sigma_z = np.array([[1., 0.], [0., -1.]])
ALPHA_X = np.kron(sigma_x, sigma_x)
ALPHA_Z = np.kron(sigma_x, sigma_z)
BETA = np.kron(sigma_z, np.eye(2))


def dirac_hamiltonian(px, pz):
    px = np.asarray(px)[..., None, None]
    pz = np.asarray(pz)[..., None, None]
    return px * ALPHA_X + pz * ALPHA_Z + BETA


# ---------- pair production: time-dependent Dirac equation ----------
PULSE_EA, PULSE_FREQ, PULSE_TAU = 0.002, 3.0, 4.0


def pulse(t):
    """e times the uniform vector potential along z."""
    return (PULSE_EA * np.exp(-t**2 / (2 * PULSE_TAU**2))
            * np.cos(PULSE_FREQ * t))


def pairs_from_dirac_equation():
    """Pairs and pair energy per volume left by the pulse."""
    x, wx = leggauss(40)
    mu, wmu = leggauss(6)
    p_mode, mu_mode = [g.ravel() for g in
                       np.meshgrid(1.05 * (x + 1), mu, indexing="ij")]
    weight = np.outer(1.05 * wx, wmu).ravel() * p_mode**2 / (4 * np.pi**2)
    h_free = dirac_hamiltonian(p_mode * np.sqrt(1 - mu_mode**2),
                               p_mode * mu_mode)
    energies, states = np.linalg.eigh(h_free)
    psi = states[:, :, :2].astype(complex)      # filled negative levels
    dt, n_steps = 0.04, 1400
    t = -dt * n_steps / 2

    def slope(time, wave):
        return -1j * ((h_free - pulse(time) * ALPHA_Z) @ wave)

    for _ in range(n_steps):
        k1 = slope(t, psi)
        k2 = slope(t + dt / 2, psi + dt / 2 * k1)
        k3 = slope(t + dt / 2, psi + dt / 2 * k2)
        k4 = slope(t + dt, psi + dt * k3)
        psi = psi + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        t += dt
    amplitude = np.swapaxes(states[:, :, 2:], 1, 2) @ psi
    occupation = np.sum(abs(amplitude)**2, axis=(1, 2))
    return (np.sum(weight * occupation),
            np.sum(weight * occupation * 2 * energies[:, 3]))


def pairs_from_im_pol():
    """Same quantities from 2 Im Pi and the spectrum of the field."""
    x, wx = leggauss(200)
    omega = 2 + 1.325 * (x + 1)
    times = np.arange(-28, 28, 0.04)
    ea_omega = np.exp(1j * np.outer(omega, times)) @ pulse(times) * 0.04
    field2 = omega**2 * abs(ea_omega)**2 / (4 * np.pi * alpha)
    spectrum = 1.325 * wx / (2 * np.pi) * 2 * im_pol(omega**2) * field2
    return np.sum(spectrum), np.sum(spectrum * omega)


pairs_dirac, energy_dirac = pairs_from_dirac_equation()
pairs_rate, energy_rate = pairs_from_im_pol()
# tolerance: terms beyond second order in the weak pulse, about 1e-4
assert rel(pairs_dirac, pairs_rate) < 1e-3
assert rel(energy_dirac, energy_rate) < 1e-3


# ---------- density response of the filled Dirac sea ----------
def spin_overlap(p, mu, k):
    """Spin-summed |<positive, p+k/2 | negative, p-k/2>|^2."""
    e2 = 1 + p**2
    ee = np.sqrt((e2 + k**2 / 4)**2 - (p * k * mu)**2)
    return (k**2 * e2 - (p * k * mu)**2) / (ee * (ee + e2 - k**2 / 4))


def sea_response(omega, k):
    """Pi(omega, k) - Pi(0, 0) by summing over virtual pairs."""
    x, wx = leggauss(200)
    x, wx = (x + 1) / 2, wx / 2
    mu, wmu = leggauss(60)
    p = (x / (1 - x))[:, None]
    wp = (wx / (1 - x)**2)[:, None]
    e2 = 1 + p**2
    gap = (np.sqrt(e2 + k**2 / 4 + p * k * mu)
           + np.sqrt(e2 + k**2 / 4 - p * k * mu))
    full = spin_overlap(p, mu, k) / k**2 * gap / (gap**2 - omega**2)
    at_zero = (1 - p**2 * mu**2 / e2) / (4 * e2**1.5)
    return 2 * alpha / np.pi * np.sum(wp * wmu * p**2 * (full - at_zero))


def bare_constant(cut):
    """Unrenormalized Pi(0) with sea momenta below cut."""
    def shell(y):
        p = np.exp(y)
        e2 = 1 + p * p
        return p**3 * (2 - 2 * p * p / (3 * e2)) / (4 * e2**1.5)
    return 2 * alpha / np.pi * quad(shell, -12, np.log(cut),
                                    epsabs=0, epsrel=1e-10, limit=200)[0]


p_test, mu_test, k_test = 0.8, 0.3, 1.7
px_test = p_test * np.sqrt(1 - mu_test**2)
upper = np.linalg.eigh(dirac_hamiltonian(
    px_test, p_test * mu_test + k_test / 2))[1][:, 2:]
lower = np.linalg.eigh(dirac_hamiltonian(
    px_test, p_test * mu_test - k_test / 2))[1][:, :2]
assert rel(np.sum((upper.T @ lower)**2),
           spin_overlap(p_test, mu_test, k_test)) < 1e-10

for omega, k in [(0, 0.5), (0, 1), (0, 5), (1.2, 1.5), (1.5, 0.5)]:
    assert rel(sea_response(omega, k), pol_dispersion(omega**2 - k**2)) < 1e-6
for k in (0.1, 1, 10, 100):
    assert rel(pol_closed(k), pol_dispersion(-k**2)) < 1e-6
assert rel(-pol_closed(0.02), alpha * 0.02**2 / (15 * np.pi)) < 1e-4
assert rel(-pol_closed(1e4),
           alpha / (3 * np.pi) * (np.log(1e8) - 5 / 3)) < 1e-6
bare_100, bare_1000 = bare_constant(100), bare_constant(1000)
assert bare_100 > 0
assert rel(bare_1000 - bare_100,
           2 * alpha / (3 * np.pi) * np.log(10)) < 1e-4

# ---------- potential: Fourier transform against the Dirac sea ----------
X_STEP = 0.02
r_grid = np.exp(np.arange(-18, 8, X_STEP))
u_on_grid = uehling(r_grid)
for k in (0.5, 2, 5):
    transform = k * np.sum(np.sin(k * r_grid) * u_on_grid * r_grid) * X_STEP
    assert rel(transform, -sea_response(0, k)) < 1e-6


def short_form(r):
    return 2 * alpha / (3 * np.pi) * (-np.log(r) - np.euler_gamma - 5 / 6)


def long_form(r):
    return alpha * np.exp(-2 * r) / (4 * np.sqrt(np.pi) * r**1.5)


assert rel(uehling(1e-4), short_form(1e-4)) < 1e-4
assert rel(uehling(300.0), long_form(300.0)) < 1e-2

# ---------- 1s level of hydrogen-like nitrogen ----------
Z = 7
a = Z * alpha
gamma = np.sqrt(1 - a**2)


def shift_yukawa(coupling, power):
    """First-order 1s shift for the density r^(2 power) exp(-2 coupling r)."""
    return (-coupling**2 / power
            * np.sum(t_weight * (1 + t_grid / coupling)**(-2 * power)))


def shift_radial(coupling, power):
    """The same shift by direct radial quadrature."""
    density = r_grid**(2 * power) * np.exp(-2 * coupling * r_grid)
    return (-coupling * np.sum(density * u_on_grid)
            / np.sum(density * r_grid))


def contact(coupling):
    return -4 * alpha * coupling**4 / (15 * np.pi)


# the orbital solves the radial Dirac equations with energy gamma
def large(r):
    return r**gamma * np.exp(-a * r)


def small(r):
    return (gamma - 1) / a * large(r)


for r in (2.0, 10.0, 30.0):
    h = 1e-3
    d_large = (large(r + h) - large(r - h)) / (2 * h)
    d_small = (small(r + h) - small(r - h)) / (2 * h)
    res_1 = d_large - large(r) / r - (gamma + 1 + a / r) * small(r)
    res_2 = d_small + small(r) / r + (gamma - 1 + a / r) * large(r)
    assert max(abs(res_1), abs(res_2)) < 1e-6 * large(r)

shift_dirac = shift_yukawa(a, gamma)
shift_schroedinger = shift_yukawa(a, 1.0)
assert rel(shift_dirac, shift_radial(a, gamma)) < 1e-7
assert rel(shift_schroedinger, shift_radial(a, 1.0)) < 1e-7
weak = 1e-3
range_slope = (shift_yukawa(weak, 1.0) / contact(weak) - 1) / weak
assert abs(range_slope + 25 * np.pi / 64) < 3e-3
assert abs(shift_schroedinger) < abs(contact(a))
assert abs(shift_dirac) > abs(shift_schroedinger)

# ---------- output ----------
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"electron rest energy = {mc2_eV / 1e3:.4f} keV")
print(f"reduced Compton wavelength 1/m = {compton_fm:.3f} fm")
print("-- pair production by a weak uniform pulse --")
print(f"pulse: e*A0 = {PULSE_EA} m, frequency = {PULSE_FREQ} m, "
      f"tau = {PULSE_TAU} /m")
print(f"pairs per volume, Dirac equation = {pairs_dirac:.5e} m^3")
print(f"pairs per volume, from 2 Im Pi   = {pairs_rate:.5e} m^3")
print(f"pair energy per volume, Dirac equation = {energy_dirac:.5e} m^4")
print(f"pair energy per volume, from 2 Im Pi   = {energy_rate:.5e} m^4")
print(f"Im Pi at s = 9 m^2 = {im_pol(9.0):.6e}")
print(f"Im Pi at s -> infinity, alpha/3 = {alpha / 3:.6e}")
print("-- unrenormalized Pi(0), sea momenta cut off --")
print(f"cut at 100 m:  {bare_100:.6f}")
print(f"cut at 1000 m: {bare_1000:.6f}")
print("-- renormalized polarization Pi_R --")
for k in (0.1, 1, 10, 100):
    print(f"q2 = -({k} m)^2: closed form {pol_closed(k):.6e}, "
          f"dispersion {pol_dispersion(-k**2):.6e}")
print(f"Dirac sea, omega = 0, k = 1 m: {sea_response(0, 1):.6e}")
print(f"Dirac sea, omega = 1.2 m, k = 1.5 m: {sea_response(1.2, 1.5):.6e}")
print(f"dispersion, q2 = -0.81 m^2: {pol_dispersion(-0.81):.6e}")
print(f"Dirac sea, omega = 1.5 m, k = 0.5 m: {sea_response(1.5, 0.5):.6e}")
print(f"dispersion, q2 = +2 m^2: {pol_dispersion(2.0):.6e}")
print("-- Uehling potential / Coulomb potential, U(r) --")
for r in (0.001, 0.01, 0.1, 1.0, 3.0):
    print(f"r = {r} /m: U = {uehling(r):.5e}")
print(f"short-distance form at r = 0.001 /m: {short_form(0.001):.5e}")
print(f"short-distance form at r = 0.01 /m: {short_form(0.01):.5e}")
print(f"U / long-distance form at r = 20 /m: "
      f"{uehling(20.0) / long_form(20.0):.4f}")
print(f"U / long-distance form at r = 300 /m: "
      f"{uehling(300.0) / long_form(300.0):.4f}")
print("-- 1s level of N6+ --")
print(f"Z = {Z}, Z*alpha = {a:.6f}, gamma = {gamma:.7f}")
print(f"Bohr radius 1/(Z alpha m) = {compton_fm / a:.1f} fm")
print(f"Coulomb energy at r = 1/m = {-a * mc2_eV:.2f} eV")
print(f"Uehling energy at r = 1/m = {-a * mc2_eV * uehling(1.0):.5f} eV")
print(f"Dirac binding energy = {(1 - gamma) * mc2_eV:.3f} eV")
print(f"shift, contact value      = {contact(a) * mc2_eV * 1e3:.5f} meV")
print(f"shift, Schroedinger 1s    = "
      f"{shift_schroedinger * mc2_eV * 1e3:.5f} meV")
print(f"shift, Dirac 1s           = {shift_dirac * mc2_eV * 1e3:.5f} meV")
print(f"shift, Dirac 1s, over h   = "
      f"{shift_dirac * mc2_eV * const.e / const.h / 1e9:.2f} GHz")
print(f"Schroedinger / contact = {shift_schroedinger / contact(a):.5f}")
print(f"1 - 25 pi Z alpha / 64 = {1 - 25 * np.pi * a / 64:.5f}")
print(f"Dirac / Schroedinger   = {shift_dirac / shift_schroedinger:.5f}")
print("all tests passed")
```

It prints:

```
fine-structure constant alpha = 0.007297353
electron rest energy = 510.9990 keV
reduced Compton wavelength 1/m = 386.159 fm
-- pair production by a weak uniform pulse --
pulse: e*A0 = 0.002 m, frequency = 3.0 m, tau = 4.0 /m
pairs per volume, Dirac equation = 3.08998e-06 m^3
pairs per volume, from 2 Im Pi   = 3.09008e-06 m^3
pair energy per volume, Dirac equation = 9.34857e-06 m^4
pair energy per volume, from 2 Im Pi   = 9.34886e-06 m^4
Im Pi at s = 9 m^2 = 2.215940e-03
Im Pi at s -> infinity, alpha/3 = 2.432451e-03
-- unrenormalized Pi(0), sea momenta cut off --
cut at 100 m:  0.006914
cut at 1000 m: 0.010480
-- renormalized polarization Pi_R --
q2 = -(0.1 m)^2: closed form -1.546890e-06, dispersion -1.546890e-06
q2 = -(1 m)^2: closed form -1.403669e-04, dispersion -1.403669e-04
q2 = -(10 m)^2: closed form -2.319313e-03, dispersion -2.319313e-03
q2 = -(100 m)^2: closed form -5.841328e-03, dispersion -5.841328e-03
Dirac sea, omega = 0, k = 1 m: -1.403669e-04
Dirac sea, omega = 1.2 m, k = 1.5 m: -1.156958e-04
dispersion, q2 = -0.81 m^2: -1.156958e-04
Dirac sea, omega = 1.5 m, k = 0.5 m: 4.065507e-04
dispersion, q2 = +2 m^2: 4.065507e-04
-- Uehling potential / Coulomb potential, U(r) --
r = 0.001 /m: U = 8.51632e-03
r = 0.01 /m: U = 4.98327e-03
r = 0.1 /m: U = 1.72446e-03
r = 1.0 /m: U = 5.56435e-05
r = 3.0 /m: U = 3.18580e-07
short-distance form at r = 0.001 /m: 8.51268e-03
short-distance form at r = 0.01 /m: 4.94702e-03
U / long-distance form at r = 20 /m: 0.9189
U / long-distance form at r = 300 /m: 0.9940
-- 1s level of N6+ --
Z = 7, Z*alpha = 0.051081, gamma = 0.9986945
Bohr radius 1/(Z alpha m) = 7559.7 fm
Coulomb energy at r = 1/m = -26102.58 eV
Uehling energy at r = 1/m = -1.45244 eV
Dirac binding energy = 667.114 eV
shift, contact value      = -2.15505 meV
shift, Schroedinger 1s    = -2.02684 meV
shift, Dirac 1s           = -2.04869 meV
shift, Dirac 1s, over h   = -495.37 GHz
Schroedinger / contact = 0.94050
1 - 25 pi Z alpha / 64 = 0.93731
Dirac / Schroedinger   = 1.01078
all tests passed
```
